# Spin products as a complete orthonormal basis for binary alloy energies, part 2

The coefficients of a cluster expansion of alloy energies can be computed once, as averages over configurations, or fitted to chosen structures. The question is when a fit returns the same coefficients as the average.

There are \(N\) labelled sites, with \(N\) finite, and \(\sigma_i=+1\) for an atom A, \(-1\) for an atom B. A configuration is \(\sigma=(\sigma_1,\dots,\sigma_N)\), and its energy \(E(\sigma)\) is real and single-valued. A cluster \(\alpha\) is any subset of the sites, including the empty set \(\varnothing\), and has \(|\alpha|\) sites. The cluster functions and the inner product, a uniform average over all \(2^N\) configurations, are

\[
\Phi_\alpha(\sigma)=\prod_{i\in\alpha}\sigma_i,\qquad \Phi_\varnothing(\sigma)=1,
\]

\[
\langle f,g\rangle=\frac{1}{2^N}\sum_\sigma f(\sigma)g(\sigma).
\]

Functions of \(\sigma\) form a space of dimension \(2^N\). Lemma 2 (orthonormality) states that \(\langle\Phi_\alpha,\Phi_\beta\rangle=\delta_{\alpha\beta}\). Lemma 3 (completeness) states that

\[
\frac1{2^N}\sum_\alpha\Phi_\alpha(\sigma)\Phi_\alpha(\tau)=\delta_{\sigma\tau}
\]

for any two configurations \(\sigma\) and \(\tau\). By the Theorem, every energy function has the unique expansion

\[
E(\sigma)=\sum_\alpha V_\alpha\Phi_\alpha(\sigma),\qquad
V_\alpha=\langle\Phi_\alpha,E\rangle .
\]

The projections \(V_\alpha\) are the effective cluster interactions. Each belongs to one cluster, with no count of equivalent clusters absorbed into it.

By Proposition 1, a pair interaction is

\[
V_{ij}=\tfrac14\bigl(\bar E_{AA}+\bar E_{BB}-\bar E_{AB}-\bar E_{BA}\bigr),
\]

where the subscripts of \(\bar E\) give the atoms on sites \(i\) and \(j\), and the bar averages over all arrangements of the other sites.

If the energy is a sum of nearest-neighbour bond energies \(w_{AA}\), \(w_{AB}=w_{BA}\) and \(w_{BB}\), with one bond per neighbouring pair, the nearest-neighbour interaction is \(V_{nn}=w_2\), with

\[
w_2=\frac{w_{AA}+w_{BB}-2w_{AB}}4 ,
\]

and all longer pairs and larger clusters vanish.

In the worked example, energies are in eV or meV and lengths in Å.

### Proposition 2: symmetry

Let \(g\) be a permutation of the sites that leaves the energy unchanged, \(E(g\sigma)=E(\sigma)\), where \((g\sigma)_i=\sigma_{g^{-1}(i)}\). Then \(V_\alpha=V_{g^{-1}\alpha}\).

*Proof.* From the definition, \(\Phi_\alpha(g\sigma)=\prod_{i\in\alpha}\sigma_{g^{-1}(i)}=\Phi_{g^{-1}\alpha}(\sigma)\). As \(\sigma\) runs over all configurations, so does \(g\sigma\). Hence

\[
V_\alpha=\frac1{2^N}\sum_\sigma\Phi_\alpha(g\sigma)E(g\sigma)
=\frac1{2^N}\sum_\sigma\Phi_{g^{-1}\alpha}(\sigma)E(\sigma)=V_{g^{-1}\alpha}.\ ∎
\]

Clusters related by the symmetry group form an orbit \(\omega\) with \(n_\omega\) members and a common interaction \(J_\omega\). With \(\bar\Phi_\omega\) the mean of \(\Phi_\alpha\) over the orbit, the energy per site is

\[
\frac EN=\sum_\omega\frac{n_\omega}{N}J_\omega\bar\Phi_\omega .
\]

If \(n_\omega/N\) is absorbed into the coefficient, the quoted number changes for every orbit with \(n_\omega\neq N\), although the energy does not. Before interactions are compared, this convention must be known, and so must the average that defines the projection (Proposition 5). For clusters with an odd number of sites the choice of which species has spin \(+1\) matters too, since exchanging the species reverses the sign of their interactions.

### Proposition 3: truncation

Keep a set \(K\) of clusters with arbitrary coefficients \(c_\alpha\). The mean-square error over all configurations is

\[
\Bigl\langle\Bigl(E-\sum_{\alpha\in K}c_\alpha\Phi_\alpha\Bigr)^2\Bigr\rangle
=\sum_{\alpha\in K}(V_\alpha-c_\alpha)^2+\sum_{\alpha\notin K}V_\alpha^2 .
\]

*Proof.* The function being squared has the expansion coefficients \(V_\alpha-c_\alpha\) in \(K\) and \(V_\alpha\) outside it. In the square, cross terms between different clusters average to zero, and each \(\Phi_\alpha^2\) averages to 1. ∎

The first sum is smallest at \(c_\alpha=V_\alpha\). The projections are thus the least-squares coefficients when all configurations enter with equal weight, and they stay the same when \(K\) is enlarged. If \(K\) is a union of whole orbits, fitting one coefficient per orbit gives \(J_\omega\), because the optimum already has equal values within each orbit.

### Proposition 4: a fit to selected structures

Now use a subset of the configurations. Let the columns of \(X\) be the kept functions on that subset, with one summed column \(\sum_{\alpha\in\omega}\Phi_\alpha\) per kept orbit, and let the columns of \(Z\) be the omitted \(\Phi_\alpha\). The energies on the subset are \(XJ_K+ZV_{\rm om}\), where \(J_K\) and \(V_{\rm om}\) are the kept and omitted interactions. If the columns of \(X\) are linearly independent, the least-squares solution is

\[
\begin{aligned}
c&=(X^TX)^{-1}X^T(XJ_K+ZV_{\rm om})\\
&=J_K+(X^TX)^{-1}X^TZ\,V_{\rm om}.
\end{aligned}
\]

The last term is the contribution of the omitted interactions that the fit assigns to the kept ones. It vanishes if \(V_{\rm om}=0\). It also vanishes if all configurations are used, for then \(X^TZ=0\) by orthogonality. The fit returns the projections when \(X^TZV_{\rm om}=0\) and not otherwise. If \(V_{\rm om}\neq0\), a subset meets this condition only in special cases, and in general the fitted coefficients are not the projections.

### Proposition 5: another composition in the average

Uniform weights favour equal amounts of A and B. The mean spin \(\frac1N\sum_i\sigma_i\) has average zero and mean square

\[
\frac1{N^2}\sum_{i,j}\langle\sigma_i,\sigma_j\rangle=\frac N{N^2}=\frac1N ,
\]

so in a large cell most configurations lie close to half filling. Suppose instead that sites are occupied independently with mean spin \(m\), \(|m|<1\). The weight is

\[
P_m(\sigma)=\prod_i\frac{1+m\sigma_i}2 .
\]

On one site the probabilities are \((1+m)/2\) and \((1-m)/2\). The mean of \(\sigma-m\) is zero, and its mean square is \(1-2m\cdot m+m^2=1-m^2\). Independence of the sites then makes the functions

\[
\prod_{i\in\alpha}\frac{\sigma_i-m}{\sqrt{1-m^2}}
\]

orthonormal under \(P_m\): a site in both clusters gives a factor 1, a site in one of them gives 0, and a site in neither gives 1. There are \(2^N\) of these functions, so they too form a basis.

To relate the coefficients, write \(\sigma_i=m+(\sigma_i-m)\) and multiply out:

\[
\Phi_\beta=\sum_{\alpha\subseteq\beta}m^{|\beta|-|\alpha|}\prod_{i\in\alpha}(\sigma_i-m).
\]

Inserting this in \(E=\sum_\beta V_\beta\Phi_\beta\) and collecting terms gives

\[
E=\sum_\alpha C_\alpha(m)\prod_{i\in\alpha}(\sigma_i-m),\qquad
C_\alpha(m)=\sum_{\beta\supseteq\alpha}m^{|\beta|-|\alpha|}V_\beta .
\]

At \(m=0\) this returns \(V_\alpha\). For \(m\ne0\) the pair coefficient takes in the larger clusters that contain the pair. Both complete expansions give the same energies, but their truncations differ. Since \(\prod_{i\in\alpha}(\sigma_i-m)\) is \((1-m^2)^{|\alpha|/2}\) times the normalized function, orthonormality under \(P_m\) makes the \(P_m\)-weighted projection of \(E\) on that normalized function equal to \((1-m^2)^{|\alpha|/2}C_\alpha(m)\). An effective cluster interaction is therefore a projection with respect to a stated average, quoted with a stated normalization.

The limit \(m\to1\) is the dilute one. There \(\sigma_i-1\) is 0 for A and \(-2\) for B. With \(E_0\) the energy of pure A, \(E_i\) that with one B at site \(i\), and \(E_{ij}\) that with two,

\[
E_i=C_\varnothing-2C_i,\qquad E_{ij}=C_\varnothing-2C_i-2C_j+4C_{ij},
\]

and \(E_0=C_\varnothing\), so \(4C_{ij}(1)=E_{ij}-E_i-E_j+E_0\), the interaction energy of two B impurities in A.

**Remark (one fixed composition).** If \(\sum_i\sigma_i=M\) is held fixed with \(|M|<N\), the sites are no longer independent. Squaring the constraint and averaging over all arrangements gives \(N+N(N-1)q=M^2\), where \(q\) is the mean of \(\sigma_i\sigma_j\) for \(i\neq j\). At half filling \(M=0\) and \(q=-1/(N-1)\), so a pair function is not orthogonal to the constant. The constraint also makes \(\sum_i\sigma_i\) equal to a constant function. Energies at a single composition therefore cannot determine a common point interaction \(V_1\). It enters only as the constant \(MV_1\), which cannot be told apart from \(V_\varnothing\) when \(M\neq0\) and vanishes altogether when \(M=0\). The squared constraint likewise fixes \(\sum_{i<j}\sigma_i\sigma_j=(M^2-N)/2\). If all pairs of the cell are kept, adding the same amount to every pair interaction changes the energy only by a constant, so one combination of the pair interactions is undetermined as well.

### Worked example: a ring that relaxes

Take a model ring of \(N=8\) sites with round parameters. A bond \(b\) between neighbours has energy \(e_b\), stiffness \(k_b\) and misfit \(\delta_b\), the natural bond length minus the site spacing:

- AA: \(-0.50\) eV, 4.0 eV/Å², \(-0.10\) Å
- AB: \(-0.54\) eV, 3.0 eV/Å², \(+0.02\) Å
- BB: \(-0.46\) eV, 2.0 eV/Å², \(+0.10\) Å

Each atom is tied to its site by a spring \(K=2.0\) eV/Å². For displacements \(u\), with \((Du)_i=u_{i+1}-u_i\) and \(k\) the diagonal matrix of stiffnesses, the energy is

\[
\sum_b e_b+\tfrac12(Du-\delta)^Tk(Du-\delta)+\tfrac12Ku^Tu
=\sum_bw_b-g^Tu+\tfrac12u^THu ,
\]

with \(w_b=e_b+\frac12k_b\delta_b^2\), \(g=D^Tk\delta\) and \(H=K+D^TkD\). Since \(K>0\), \(H\) is positive definite and there is one minimum, \(u=H^{-1}g\). The relaxed energy is

\[
E(\sigma)=\sum_bw_b-\tfrac12g^TH^{-1}g ,
\]

which is single-valued, as the theorem requires.

**Rigid lattice.** With \(u=0\) the bond energies are \(w_{AA}=-0.50+\frac12(4.0)(0.10)^2=-0.4800\) eV, \(w_{AB}=-0.5394\) eV and \(w_{BB}=-0.4500\) eV. The nearest-neighbour interaction is

\[
V_{nn}=\frac{-0.4800-0.4500+2(0.5394)}4=0.0372\ \text{eV}=37.2\ \text{meV}.
\]

The projections reproduce this, and all longer pairs and larger clusters vanish to rounding error.

**Relaxed lattice.** For neighbouring sites the averages over the surroundings are \(\bar E_{AA}=-4048.04\), \(\bar E_{BB}=-3974.81\) and \(\bar E_{AB}=\bar E_{BA}=-4082.71\) meV. Thus

\[
V_{nn}=\frac{-4048.04-3974.81+2(4082.71)}4=35.64\ \text{meV}.
\]

Relaxation also produces pair interactions of 2.84, 1.43 and 1.07 meV at separations 2, 3 and 4, and 1.49 meV for three consecutive sites. The bonds in the model still join nearest neighbours. The new terms come from \(g^TH^{-1}g\). Each component \(g_i\) combines the two bonds that meet at atom \(i\) and so already depends on three consecutive spins, and the off-diagonal elements of the inverse matrix couple bonds that are further apart. The values quoted belong to this eight-site ring, and the longer pairs depend on its size: on a twelve-site ring the pairs at separations 3 and 4 are 1.19 and 0.55 meV, while \(V_{nn}\) is 35.59 meV.

The form of \(E\) also shows where the largest clusters come from. If all stiffnesses were equal, \(H\) would not depend on the configuration, and \(g^TH^{-1}g\) would be a sum of products of two misfits. Each misfit depends on two spins, so no cluster of more than four sites could appear. The five-site and larger terms here, with a root-summed square of 0.03 meV at five sites, therefore require the difference in stiffness.

**One configuration.** For AAABBABB the spins sum to zero. The sums of \(\sigma_i\sigma_j\) over pairs at separations 1, 2, 3 and 4 are \(0,-4,0,0\). Up to pairs the expansion gives

\[
-4047.07-4(2.84)=-4058.43\ \text{meV}.
\]

Three-site clusters raise this to \(-4055.97\) meV, and four-site clusters to \(-4055.75\) meV. The full sum is \(-4055.73\) meV, the directly relaxed energy.

**Truncation and fitting.** Over all 256 configurations the energy has a standard deviation of 113.8 meV. Stopping at pairs leaves an rms error of 4.84 meV for the whole ring, about 4% of that spread. The square root of the summed squares of the omitted interactions is the same number, as Proposition 3 requires.

Fitting the same pair-level expansion to the 93 configurations with at most three B atoms gives \(V_{nn}=39.2\) meV, 10% above the projection. Its rms error over all configurations is 30.8 meV, about six times the optimum. By Proposition 4 the shift comes from the omitted clusters. The restricted fit answers a different least-squares problem, and its coefficients should not be carried over to the full range of composition.

**Changing the weight.** At \(m=0.5\) the nearest-neighbour coefficient \(C_{nn}(m)\), which multiplies the unnormalized product \((\sigma_i-m)(\sigma_j-m)\), is 38.16 meV. Six triplets contain a given neighbouring pair, two from each of three orbits, with interactions 1.491, 0.490 and 0.284 meV. Their part of the change is

\[
0.5\times2\,(1.491+0.490+0.284)=2.27\ \text{meV},
\]

which brings 35.64 to 37.91 meV. The remaining 0.25 meV comes from clusters of four or more sites. The energy function has not changed between the two values, but the average that defines the projection has. The numerical check tests this relation for every cluster of the ring, along with the orthonormality and completeness of the basis.

## Table of computed values

```
sites 8, configurations 256, clusters 256, orbits 30
site spring: 2.0 eV/A^2
bond AA: e = -0.50 eV, k = 4.0 eV/A^2, d = -0.10 A, rigid w = -0.4800 eV
bond AB: e = -0.54 eV, k = 3.0 eV/A^2, d = +0.02 A, rigid w = -0.5394 eV
bond BB: e = -0.46 eV, k = 2.0 eV/A^2, d = +0.10 A, rigid w = -0.4500 eV
max deviation of Gram matrix from identity: 0.0
max deviation of completeness kernel from identity: 0.0
max reconstruction error: 8.0e-12 meV
interaction per cluster: sites, orbit size, rigid, relaxed (meV)
  ()             1   -4017.6000   -4047.0692
  (0,)           8     -15.0000     -18.3093
  (0, 1)         8      37.2000      35.6446
  (0, 2)         8      -0.0000       2.8397
  (0, 3)         8       0.0000       1.4300
  (0, 4)         4      -0.0000       1.0662
  (0, 1, 2)      8       0.0000       1.4911
  (0, 1, 3)     16       0.0000       0.4901
  (0, 1, 4)     16       0.0000       0.2841
  (0, 2, 4)      8      -0.0000       0.1398
  (0, 2, 5)      8       0.0000       0.1034
  (0, 1, 2, 3)   8       0.0000       0.1520
largest relaxed |V| beyond nearest-neighbour pairs: 2.8397 meV
environment-averaged energies for neighbours 0,1:
  AA: -4048.0432 meV
  AB: -4082.7137 meV
  BA: -4082.7137 meV
  BB: -3974.8060 meV
standard deviation of E: 113.8200 meV
root of summed V^2 by number of sites in cluster (meV):
  1: 51.79
  2: 101.2
  3: 4.813
  4: 0.54
  5: 0.03032
  6: 0.001176
  7: 0.0002848
  8: 1.983e-05
AAABBABB: rigid -4017.6000, relaxed -4055.7333 meV
AAABBABB: expansion up to n-site clusters (meV):
  n = 0: -4047.0692
  n = 1: -4047.0692
  n = 2: -4058.4279
  n = 3: -4055.9701
  n = 4: -4055.7505
  n = 8: -4055.7333
pair truncation, rms error: direct 4.8432, from omitted V 4.8432 meV
fit to 93 configurations with at most 3 B: V_nn = 39.2128 meV
  rms error of that fit over all configurations: 30.8462 meV
weight with mean spin 0.5: nearest-neighbour coefficient 38.1575 meV
mean of s0*s1 at exactly half filling: -0.142857
```
